# Dimer saddle search on a two-dimensional surface using gradients alone

A diffusion calculation needs a list of hops with their barriers, and someone must decide which hops go on it. If the end point of a hop is known, a path can be stretched between the two minima. Beside a solute or in a growing oxide the end point may be unknown, and a missing low-barrier exit can make the computed diffusivity wrong however accurate the listed barriers are. The dimer method starts near one minimum, uses forces and no final state, and, when it converges, returns a saddle. This note gives the scheme for two coordinates, where the saddle it finds can be compared with an exact Hessian.

## Conventions

Let $V(\mathbf R)$ be a smooth energy, $\mathbf g=\nabla V$ its gradient and $H$ its Hessian. A first-order saddle has $\mathbf g=0$, one negative eigenvalue of $H$ and, in two dimensions, one positive. The dimer is a pair of points $\mathbf R\pm d\mathbf N$ with $|\mathbf N|=1$, where gradients $\mathbf g_1$ (plus sign) and $\mathbf g_2$ (minus sign) are evaluated. Lengths are in nm and energies in eV.

Taylor expansion about $\mathbf R$ gives

$$\mathbf g_{1,2}=\mathbf g\pm d\,H\mathbf N+\tfrac{d^2}{2}T[\mathbf N,\mathbf N]\pm O(d^3),$$

where $T$ is the tensor of third derivatives and $T[\mathbf N,\mathbf N]_i=\sum_{jk}T_{ijk}N_jN_k$. The difference of the two gradients carries the curvature, and their mean carries the force:

$$\frac{\mathbf g_1-\mathbf g_2}{2d}=H\mathbf N+O(d^2),\qquad \mathbf F=-\frac{\mathbf g_1+\mathbf g_2}{2}=-\mathbf g+O(d^2).$$

The curvature along the dimer is $C=(\mathbf g_1-\mathbf g_2)\cdot\mathbf N/(2d)$, which tends to $\mathbf N^TH\mathbf N$ as $d\to0$.

## Rotation: finding the soft mode

Let $\Theta$ be the unit vector perpendicular to $\mathbf N$, and turn the axis to $\mathbf N\cos\varphi+\Theta\sin\varphi$. For a quadratic surface the curvature becomes

$$C(\varphi)=\cos^2\!\varphi\,\mathbf N^TH\mathbf N+\sin^2\!\varphi\,\Theta^TH\Theta+2\sin\varphi\cos\varphi\,\Theta^TH\mathbf N.$$

With $\cos^2\varphi=(1+\cos2\varphi)/2$, $\sin^2\varphi=(1-\cos2\varphi)/2$ and $2\sin\varphi\cos\varphi=\sin2\varphi$,

$$C(\varphi)=a_0+a\cos2\varphi+b\sin2\varphi,$$

$$a=\tfrac12(\mathbf N^TH\mathbf N-\Theta^TH\Theta),\qquad b=\Theta^TH\mathbf N=\frac{(\mathbf g_1-\mathbf g_2)\cdot\Theta}{2d}.$$

The gradients already in hand give $b$ and $C(0)=a_0+a$. One more pair, with the dimer at $45^\circ$, gives $C(45^\circ)=a_0+b$. Subtracting,

$$a=C(0)-C(45^\circ)+b.$$

Now write $a\cos2\varphi+b\sin2\varphi=A\cos(2\varphi-\psi)$, with $A=\sqrt{a^2+b^2}$ and $\psi=\operatorname{atan2}(b,a)$. The minimum has $2\varphi=\psi+\pi$, which reverses the signs of both arguments:

$$\varphi=\tfrac12\operatorname{atan2}(-b,-a).$$

The curvature there is $a_0-A$, the lower eigenvalue. On a quadratic surface one turn therefore suffices. In a test on 200 random symmetric matrices, one turn reproduced the lowest eigenvector with $1-|\text{overlap}|$ below $10^{-8}$. On other surfaces the turn is repeated until $|\varphi|$ is negligible.

The trial pair also settles an ambiguity. The torque, proportional to $b$, vanishes on the stiff mode as well as on the soft one. On the stiff mode $a>0$, so the formula returns a turn of $90^\circ$; a rule that stopped at zero torque would stay on the wrong axis. If $a=b=0$ the two eigenvalues coincide and no soft mode is defined.

## Translation: turning a saddle into an attractor

With $\mathbf N$ aligned, the dimer moves by $\alpha\mathbf F^\dagger$, where $\alpha$ is a mobility in nm²/eV and

$$\mathbf F^\dagger=\begin{cases}-(\mathbf F\cdot\mathbf N)\mathbf N, & C>0,\\ \mathbf F-2(\mathbf F\cdot\mathbf N)\mathbf N, & C<0.\end{cases}$$

In the convex region, $C>0$, the move is along $\mathbf N$ and changes the energy to first order by $\alpha(\mathbf g\cdot\mathbf N)^2\ge0$, so a small step climbs. Once $C<0$, the dimer climbs along the soft mode and relaxes across it.

Let $\delta$ be the displacement from a stationary point, with components $\delta_1,\delta_2$ along the eigenvectors of $\lambda_1<\lambda_2$. Take $d\to0$ first, so $\mathbf F=-H\delta$ to first order. The axis differs from the soft eigenvector by a term of order $\delta$, but it multiplies a force that is itself of order $\delta$. That correction is of second order and drops out.

- **Saddle** ($\lambda_1<0<\lambda_2$). The force components are $-\lambda_1\delta_1$ and $-\lambda_2\delta_2$. Reversing the first gives $\lambda_1\delta_1=-|\lambda_1|\delta_1$. Both components now point back to the saddle, and one step gives
$$\delta_i\to(1-\alpha|\lambda_i|)\,\delta_i .$$
- **Minimum** ($0<\lambda_1<\lambda_2$). The effective force is $+\lambda_1\delta_1$ along the soft mode, so $\delta_1$ grows by $1+\alpha\lambda_1$.
- **Maximum** ($\lambda_1<\lambda_2<0$). The first component is reversed and attracts. The second is $-\lambda_2\delta_2=|\lambda_2|\delta_2$ and repels.

Among nondegenerate stationary points with distinct eigenvalues, first-order saddles are thus the ones that attract, provided

$$\alpha<\frac{2}{\max_i|\lambda_i|}.$$

The case of a maximum was tested on $V=\cos x+\tfrac12\cos y$, in dimensionless units. A start at $(0.1,0.1)$, beside the maximum at the origin, ended within $10^{-5}$ of the saddle $(0,\pi)$.

The slower component sets the rate. With $m$ and $M$ the smaller and larger of the $|\lambda_i|$, the best fixed mobility makes the two factors equal in size, $1-\alpha m=\alpha M-1$. This gives $\alpha=2/(m+M)$ and a contraction of $(M-m)/(M+m)$ per step. A flat saddle, $m\ll M$, is therefore slow to converge.

## Pseudocode

```
input: gradient, R, N, d, alpha, cap, tol
repeat up to max_iter times:
    repeat up to 30 times:                  # rotation
        g1, g2 = gradient(R + d N), gradient(R - d N)
        T = N turned by 90 degrees
        C = (g1 - g2).N / (2d)
        b = (g1 - g2).T / (2d)
        M = (N + T) / sqrt(2)
        C45 = (gradient(R + d M)
               - gradient(R - d M)).M / (2d)
        a = C - C45 + b
        phi = atan2(-b, -a) / 2
        if |phi| < 1e-9: leave the rotation loop
        N = N cos(phi) + T sin(phi); normalize N
    F = -(g1 + g2) / 2
    if C < 0 and |F| < tol: return R, N, C
    if C > 0: step = -alpha (F.N) N
    else:     step =  alpha (F - 2 (F.N) N)
    shorten step to length cap if it is longer
    R = R + step
report failure
```

The condition $C<0$ belongs in the stopping rule, since a small force alone also describes a minimum. It does not exclude a maximum: that repels the search, but a start on one would be accepted whenever the mean gradient there, of order $d^2$, is below the tolerance, as it is at a symmetric maximum. The Hessian eigenvalues at the end point settle the matter. Energies enter after the search, when the barrier is taken as a difference of two of them.

## The error left by a finite dimer

The search stops where the mean gradient vanishes, not where $\mathbf g$ does. At a small displacement $\delta$ from the true saddle the mean gradient is $H\delta+\tfrac{d^2}{2}T[\mathbf N,\mathbf N]$ to leading order. Setting this to zero gives

$$\delta=-\frac{d^2}{2}H^{-1}T[\mathbf N,\mathbf N].$$

The energy is stationary at the saddle, so the barrier error is $\tfrac12\delta^TH\delta$, of order $d^4$. Halving $d$ should reduce the position error fourfold and the barrier error sixteenfold.

Noise sets the opposite limit. If each gradient carries an error of size up to $\varepsilon$, the error of $C$ can reach $2\varepsilon/(2d)=\varepsilon/d$. For $\varepsilon=0.01$ eV/nm and $d=0.001$ nm this is 10 eV/nm², about 0.8% of the saddle curvature found below. A tenfold shorter dimer would raise it to about 8%.

## A surface with known saddles

The test surface is a bent valley with an exit at each end:

$$V=f(x)+\tfrac k2\,[y-c(x)]^2,\qquad c(x)=\frac{x^2}{2\rho},$$

$$f'(x)=Kx\Big(1-\frac{x}{s_1}\Big)\Big(1+\frac{x}{s_2}\Big).$$

Here $K=700$ and $k=1500$ eV/nm², $s_1=0.080$, $s_2=0.085$ and $\rho=0.160$ nm. Beyond its saddles the surface falls without limit, so it describes one site and its two exits, not the sites next door.

The condition $\partial V/\partial y=k(y-c)=0$ puts every stationary point on the valley floor, $y=c(x)$. Then $\partial V/\partial x=f'-k(y-c)c'$ reduces to $f'$, whose roots are $x=-s_2,\,0,\,s_1$. At these points

$$H=\begin{pmatrix}f''+kc'^2&-kc'\\-kc'&k\end{pmatrix},\qquad \det H=kf''.$$

At $x=0$, $f''=K>0$ and $c'=0$: a minimum with eigenvalues $K$ and $k$. At $x=s_1$ the derivative must fall on the vanishing factor, so $f''=-K(1+s_1/s_2)=-1358.8$ eV/nm². The determinant is negative and the point is a first-order saddle; the same holds at $-s_2$ with $s_1$ and $s_2$ exchanged.

At the right saddle $c'=s_1/\rho=0.5$, so $H_{xx}=-1358.8+375=-983.8$ and the trace is 516.2 eV/nm². Half the trace is 258.1, and

$$\lambda=258.1\pm\sqrt{258.1^2+1500\times1358.8}=258.1\pm1450.8,$$

that is, $-1192.7$ and $1708.9$ eV/nm².

Integrating $f'$ from 0 to $s_1$ gives the right barrier:

$$E_{\rm R}=Ks_1^2\Big[\frac12+\frac13\Big(\frac{s_1}{s_2}-1\Big)-\frac{s_1}{4s_2}\Big]=Ks_1^2\Big[\frac16+\frac{s_1}{12s_2}\Big].$$

This is $4.48\times0.2451=1.098$ eV. Exchanging $s_1$ and $s_2$ gives $E_{\rm L}=1.291$ eV.

## The search, read against the exact Hessian

The search started at $(0.010,0.004)$ nm with its axis along $y$, the stiff direction, and with $d=0.001$ nm, $\alpha=6\times10^{-4}$ nm²/eV and a step cap of 0.010 nm. The first alignment gave $C=620$ eV/nm², so the axis had left the stiff mode. The force peaks at step 5, at about 20 eV/nm, and falls from there on. At step 5 the curvature also turned negative, and after 27 translations the force was below $10^{-9}$ eV/nm. Every third step is listed in the numerical output.

The end point was $(0.079984,0.019995)$ nm, against an exact saddle at $(0.080,0.020)$ nm. The exact Hessian at the end point has eigenvalues $-1192.1$ and $1708.9$ eV/nm²: one negative, as required. The axis lay within $6\times10^{-6}$ rad of the exact unstable mode. Plain descent from the same start, with the same mobility, returned to the minimum, so it is the modified force that leads to the saddle.

The remaining offset is the finite-length bias. Off the valley floor $H_{xx}$ has the further term $-k(y-c)c''$. It vanishes at the saddle, but its derivatives there do not: they are $kc'c''$ along $x$ and $-kc''$ along $y$. With this term included and $c''=1/\rho=6.25$ nm⁻¹, differentiating the Hessian gives

$$T[\mathbf N,\mathbf N]=\begin{pmatrix}N_x^2(f'''+3kc'c'')-2N_xN_ykc''\\-N_x^2kc''\end{pmatrix}.$$

At $s_1$, $f'''=-K(2/s_1+4/s_2)=-5.04\times10^4$ eV/nm³. The unstable mode satisfies $(H_{xx}-\lambda_1)N_x=kc'N_y$, so $N_y/N_x=208.9/750=0.279$, $N_x^2=0.928$ and $N_xN_y=0.258$. Hence $T[\mathbf N,\mathbf N]\approx(-3.86,-0.87)\times10^4$ eV/nm³, and the bias formula gives

$$\delta\approx(-1.58,-0.50)\times10^{-5}\ \text{nm},\qquad|\delta|=1.66\times10^{-5}\ \text{nm}.$$

The measured offset is the same to the digits shown. With $d$ halved and all else fixed it fell by a factor of 4.00. The barrier error was $-1.6\times10^{-7}$ eV.

For the convergence rate, a run with $\alpha=2\times10^{-4}$ nm²/eV contracted by 0.7615 per step, equal to the predicted $1-\alpha|\lambda_1|$. At the main mobility the prediction is 0.284, and the best value, $2/(1192.7+1708.9)=6.9\times10^{-4}$ nm²/eV, would give 0.18. The stability limit is $2/1708.9=1.17\times10^{-3}$ nm²/eV; a run at $1.3\times10^{-3}$ did not converge in 600 iterations.

## Cost

Each pass of the rotation loop takes four gradients, including the pass that confirms alignment. The full run used 252 gradients for 28 dimer positions, or 63 passes, a little over two per position. This count is for noise-free gradients. An error $\varepsilon$ in each gradient shifts the computed angle by roughly $\varepsilon/(dA)$, so the $10^{-9}$ rad test is practically never met: with errors of $10^{-4}$ eV/nm every position used all 30 passes. With noisy forces the angle tolerance must be set above the noise level.

The force tolerance of $10^{-9}$ eV/nm is far tighter than a barrier needs. The force first fell below 0.1 eV/nm (0.01 eV/Å) at step 12, after 156 gradients, with a barrier error of $-3\times10^{-6}$ eV. The later gradients refined the position, to which the barrier is insensitive at first order.

## Failure modes

**No component along the soft mode.** On the line $x=0$ near the minimum, $c'=0$ and $f'=0$, so the gradient points along $y$ while the soft mode points along $x$. For $C>0$ and $d\to0$ the effective force is then zero and the search stalls away from any stationary point. A finite dimer sees a mean gradient $Kd^2(1/s_2-1/s_1)\approx-5\times10^{-4}$ eV/nm along $x$, so discretization, not the start, would choose the exit. Displacements should be random, not chosen by symmetry, and small. Near the line, $\mathbf g\cdot\mathbf N\approx[\lambda+k^2y/(\rho(k-\lambda))]\,x$ with $\lambda=K-ky/\rho$. The bracket turns negative below $y\approx-0.035$ nm, where the line attracts the search; a start at $(0,-0.040)$ nm stalls even with a finite dimer.

**An exit is missed.** One run returns at most one saddle. On a surface with several minima that saddle need not border the starting one, so descent from both sides of it should be used to check which minima it joins. Of 24 starts equally spaced on a circle of radius 0.010 nm about the minimum, 12 reached the right exit and 12 the left. These counts reflect the starts, not the rates: the left exit was found as often although its barrier is 0.19 eV higher. A finite set of searches cannot prove that a list of exits is complete.

**A switch at $C=0$.** The two forms of $\mathbf F^\dagger$ differ by the force across the axis, so the step is discontinuous there unless that force vanishes. The local analysis does not cover this region, and convergence from a distant start is not guaranteed.

**More coordinates.** With more than two coordinates the turn minimizes $C$ within one plane, and successive planes are needed. An axis lying exactly on a higher mode then has zero torque, so the torque selects no plane. A trial turn in a randomly chosen plane can still lower $C$, but from an intermediate mode a single trial may fail, so the protection is weaker than in two dimensions.

## From saddle to hop rate

For equal masses $m$ in both coordinates, classical transition-state theory divides the one-way flux through the line across the saddle by the population of the basin. In the harmonic approximation the line integral is $e^{-E/k_BT}\sqrt{2\pi k_BT/\lambda_2}$, the basin integral is $2\pi k_BT/\sqrt{Kk}$ and the mean one-way speed factor is $\sqrt{k_BT/2\pi m}$. Together,

$$\Gamma=\frac1{2\pi}\sqrt{\frac{Kk}{m\lambda_2}}\;e^{-E/k_BT},$$

with $\lambda_2$ the positive saddle eigenvalue. For $m=16$ u the right exit has a prefactor of 9.7 THz. At 1000 K, $k_BT=0.0862$ eV and $\Gamma_{\rm R}=9.7\times10^{12}\times e^{-12.74}\approx2.8\times10^7$ s⁻¹. The left exit gives $3.0\times10^6$ s⁻¹, 9.4 times slower, nearly all of it from the barrier difference.

The parameters imitate an oxygen interstitial in niobium beside a solute. There the hop between neighbouring octahedral sites is roughly 0.17 nm long with a barrier a little above 1 eV, so the barriers and the distances to the saddles are in the right range. The valley's bend and the difference between the exits are chosen, not computed for niobium. An undisturbed site also has four equivalent nearest hops, not two.

At 1000 K, with a straight dividing line along the stable saddle mode, integrating the anharmonic surface instead of its harmonic form (over the basin between the saddles and over a stretch of the line near the saddle, since the surface is unbounded below and the untruncated integrals diverge) multiplies the right-hand rate by 0.985, and harmonic zero-point motion with tunnelling through a parabolic barrier multiplies it by 1.025. A third vibration half as stiff at the saddle as at the minimum would contribute $\sqrt2$. The model also has no moving lattice atoms, which a real metal has: a relaxation that lowered the barrier by 0.1 eV would raise the rate 3.2 times, and 0.2 eV about tenfold. These shifts are sensitivities, not estimates for niobium. Against them the dimer's own barrier error, about $2\times10^{-6}$ of $k_BT$, is negligible; in a real calculation the effort belongs in the forces, the relaxing atoms and the number of starts.

## Calculated quantities

```
K, k = 700, 1500 eV/nm^2
s1, s2, rho = 0.080, 0.085, 0.160 nm
half-length d = 0.0010 nm; step cap = 0.010 nm
mobility alpha = 6.0e-04 nm^2/eV
force tolerance = 1e-09 eV/nm
start = (0.010, 0.004) nm; axis = (0, 1)
step   x (nm)    y (nm)   C (eV/nm^2)  |F| (eV/nm)
  0   0.010000  0.004000     620.05  8.529e+00
  3   0.027730  0.006745     378.03  1.698e+01
  6   0.056941  0.013538    -355.52  1.809e+01
  9   0.077867  0.019415   -1106.28  2.523e+00
 12   0.079929  0.019980   -1189.87  6.821e-02
 15   0.079983  0.019995   -1192.08  1.580e-03
 18   0.079984  0.019995   -1192.13  3.644e-05
 21   0.079984  0.019995   -1192.13  8.403e-07
 24   0.079984  0.019995   -1192.13  1.938e-08
 27   0.079984  0.019995   -1192.13  4.470e-10
translations = 27; gradient calls = 252
|F| < 0.1 eV/nm first at step 12, 156 gradient calls
barrier error at that step = -3.25e-06 eV
exact right saddle = (0.080000, 0.020000) nm
exact left saddle = (-0.085000, 0.022578) nm
dimer saddle = (0.079984, 0.019995) nm
Hessian at minimum: 700.0, 1500.0 eV/nm^2
Hessian at exact saddle: -1192.72, 1708.90 eV/nm^2
Hessian at dimer saddle: -1192.07, 1708.86 eV/nm^2
dimer curvature C = -1192.13 eV/nm^2
angle between N and exact mode = 5.59e-06 rad
position bias, measured = 1.658e-05 nm
position bias, predicted = 1.658e-05 nm
bias ratio for d and d/2 = 4.000
barriers right, left = 1.0980, 1.2907 eV
dimer barrier error = -1.63e-07 eV
barrier shift, d to d/2 = 1.53e-07 eV
contraction at alpha = 2.0e-04 nm^2/eV: 0.7615 measured, 0.7615 predicted
contraction predicted at main alpha = 0.2844
mobility limit = 1.170e-03 nm^2/eV; no convergence at 1.3e-03
24 ring starts: right exit 12, left exit 12
plain descent ends 5.2e-50 nm from minimum
mass = 16.0 u; T = 1000 K; kT = 0.08617 eV
prefactors right, left = 9.688, 9.626 THz
hop rates right, left = 2.834e+07, 3.010e+06 1/s
rate ratio right/left = 9.41
anharmonic rate factor = 0.9853
tunnelling factor alone = 1.0177
zero-point and tunnelling factor = 1.0251
third mode half as stiff at saddle: factor 1.414
barrier lower by 0.1 eV: factor 3.191
```
